# Phase Shift and Contrast Loss in a Sodium Atom Interferometer

## Problem

A beam of ground-state sodium atoms is split into two arms and recombined. One arm passes between two parallel plates, where there is a static electric field; the other arm is shielded from it. The polarizability volume of the atom is taken as $\alpha'=24.1$ cubic angstrom. The apparatus has these round values:

- voltage $V=200$ V across a gap $d=2.0$ mm,
- effective field length $L=10$ cm,
- mean speed $v_0=1000$ m/s of the detected atoms,
- relative standard deviation of their speeds $s=\sigma_v/v_0=0.05$, with a Gaussian distribution.

With the field off, the fringe position and contrast do not depend on speed. This is the situation in an ideal three-grating interferometer, where the grating positions fix the fringes.

(a) Find the energy shift of an atom between the plates.

(b) Find the phase gained in the field arm by an atom of speed $v_0$.

(c) By what factor does the speed spread reduce the fringe contrast?

(d) Does the speed spread also move the fringes?

(e) How accurate are the simple formulas, and what happens at 100 V and 300 V?

The apparatus is macroscopic, so SI units are used throughout.

## Solution

### (a) The energy shift

Let $D$ be the component of the atom's dipole operator along the field. In a field of strength $\mathcal E$ the Hamiltonian is

$$H(\mathcal E)=H_0-D\mathcal E .$$

For a normalized eigenstate, the derivative of the energy with respect to a parameter is the expectation value of the derivative of $H$ (the Hellmann–Feynman theorem):

$$\frac{dW}{d\mathcal E}=\left\langle\frac{\partial H}{\partial\mathcal E}\right\rangle=-\langle D\rangle .$$

The free 3s state has definite parity and $D$ is odd, so $\langle D\rangle=0$ at zero field. In a weak field the dipole is induced and proportional to the field, $\langle D\rangle=\alpha\mathcal E$. Integration from zero to the final field $E$ gives

$$U=W(E)-W(0)=-\int_0^E\alpha\mathcal E\,d\mathcal E=-\tfrac12\alpha E^2 .$$

The factor one half arises because the dipole grows with the field. A permanent dipole of the final size $\alpha E$, aligned with the field, would have the energy $-\alpha E^2$.

The 3s state has no orbital angular momentum, so its charge cloud is spherical and the shift is the same for every field direction. For an atom at rest the field does not act on the spin, so with hyperfine corrections neglected all spin substates have the same Stark shift. The moving atom also sees a motional magnetic field $vE/c^2\approx1.1\times10^{-9}$ T, which gives the substates extra phases of up to about $\pm\mu_BEL/(\hbar c^2)\approx\pm0.01$ rad, with $\mu_B$ the Bohr magneton. In an unpolarized beam these cancel in the fringe phase and cost only about $2\times10^{-5}$ of contrast, so they are neglected below.

A polarizability volume becomes an SI polarizability through $\alpha=4\pi\varepsilon_0\alpha'$. Since one cubic angstrom is $10^{-30}\ \mathrm{m^3}$,

$$\alpha=4\pi\varepsilon_0\,(24.1\times10^{-30}\ \mathrm{m^3})=2.68\times10^{-39}\ \mathrm{C\,m^2/V}.$$

The field is $E=V/d=200\ \mathrm V/(2.0\times10^{-3}\ \mathrm m)=1.00\times10^5$ V/m, so

$$U=-\tfrac12(2.68\times10^{-39})(1.00\times10^5)^2\ \mathrm J=-1.34\times10^{-29}\ \mathrm J .$$

The factor one half and the quadratic law were tested by an unrestricted Hartree–Fock calculation on sodium in a finite field. The energy lowering divided by (dipole × field) is 0.4999, and doubling the field multiplies the shift by 4.001. The same calculation gives a polarizability volume of 28.0 cubic angstrom, 16 % above the value used here. This number is not converged in the basis: tighter d functions raise it by about 0.15, to 28.2 cubic angstrom (17 % above). It leaves out electron correlation and uses a finite basis, so it supports the form of the law and the rough size of $\alpha'$, but does not replace the given value.

### (b) The phase for one speed

Outside the field the atom has kinetic energy $K=mv^2/2$ and wave number $k=mv/\hbar$. The field is constant in time, so the total energy is conserved. Between the plates,

$$\frac{\hbar^2k'^2}{2m}+U=\frac{\hbar^2k^2}{2m}=K .$$

With $U=-|U|$ this becomes

$$k'=k\sqrt{1+\frac{|U|}{K}}=k\left(1+\frac{|U|}{2K}-\frac{U^2}{8K^2}+\dots\right).$$

The atom is drawn into the field and moves slightly faster there; its wavelength is shorter, and its wave accumulates more phase. For waves written as $e^{i(kx-\omega t)}$, the extra phase of the field arm is

$$\varphi=\int(k'-k)\,dx\simeq\frac{k}{2K}\int|U(x)|\,dx .$$

The prefactor simplifies to

$$\frac{k}{2K}=\frac{mv/\hbar}{mv^2}=\frac{1}{\hbar v}.$$

At the plate edges the field falls off gradually. The effective length takes care of this if it is defined by $L=\int E(x)^2dx/E^2$, where $E$ without an argument is the field between the plates. Then $\int|U(x)|dx=\tfrac12\alpha E^2L$, and

$$\boxed{\;\varphi(v)=\frac{\alpha E^2L}{2\hbar v}=\frac{2\pi\varepsilon_0\alpha'E^2L}{\hbar v}\;}$$

The same result follows in the time picture. A state whose energy is shifted by $U$ for a time $\tau=L/v$ acquires the factor $e^{-iU\tau/\hbar}$, whose phase $-U\tau/\hbar$ is positive because $U$ is negative.

At the mean speed the transit time is $\tau=0.10\ \mathrm m/(1000\ \mathrm{m/s})=1.00\times10^{-4}$ s. Therefore

$$\varphi_0\equiv\varphi(v_0)=\frac{(1.34\times10^{-29}\ \mathrm J)(1.00\times10^{-4}\ \mathrm s)}{1.055\times10^{-34}\ \mathrm{J\,s}}=12.7\ \mathrm{rad},$$

or $12.7/(2\pi)=2.02$ fringes.

**Is first order enough?** The quadratic term in the expansion of $k'$, divided by the linear one, is $-|U|/(4K)$. Here $K=1.91\times10^{-20}$ J and $|U|/K=7.0\times10^{-10}$, so the relative correction is about $-2\times10^{-10}$. A phase of many radians is compatible with such a weak potential because the field region is a very large number of wavelengths long.

The phase integral also assumes that no appreciable wave is reflected. Even at a sharp step the reflected amplitude would be

$$\left|\frac{k-k'}{k+k'}\right|\simeq\frac{|U|}{4K},$$

which is again about $2\times10^{-10}$.

The sign and size of the phase were tested on a much deeper well, where the correction is visible. A wave was sent across a smooth Gaussian well with a depth of 1 % of the kinetic energy. The numerical solution of the Schrödinger equation gives a phase of 0.7507 rad; the first-order formula gives 0.7520 rad. For a well of profile $f(x)=e^{-x^2/2w^2}$ and relative depth $u$, the quadratic term predicts the relative difference

$$-\frac u4\,\frac{\int f^2dx}{\int f\,dx}=-\frac{0.01}{4}\,\frac{\sqrt\pi\,w}{\sqrt{2\pi}\,w}=-0.0018 ,$$

which agrees with the two phases.

### (c) The contrast

**From speeds to a contrast.** Let $\theta$ be the phase scanned by the experimenter, for example by moving a grating. For one speed and equal amplitudes in the arms, the normalized signal is

$$\tfrac14\left|1+e^{i(\varphi-\theta)}\right|^2=\tfrac12\left[1+\cos(\varphi-\theta)\right].$$

Atoms of different speed have different energies. Interference between them oscillates in time and averages out in a long count, so their signals add as intensities. With angle brackets for the average over detected speeds,

$$S(\theta)=\tfrac12\left[1+\mathrm{Re}\left(Ae^{-i\theta}\right)\right],\qquad A=\left\langle e^{i\varphi(v)}\right\rangle .$$

Writing $A=|A|e^{i\Phi}$ turns this into $S=\tfrac12[1+|A|\cos(\Phi-\theta)]$. Its largest and smallest values are $\tfrac12(1\pm|A|)$, so

$$C=\frac{S_{\max}-S_{\min}}{S_{\max}+S_{\min}}=|A| .$$

The fringe phase is $\Phi$. If the field-off contrast is below one, it multiplies this $C$, because it was assumed independent of speed.

**The average.** Since $\varphi$ is proportional to $1/v$, slow atoms gain more phase. Put $x=(v-v_0)/v_0$, which has mean zero and standard deviation $s$. Then

$$\varphi(v)=\frac{\varphi_0}{1+x}=\varphi_0\left(1-x+x^2-x^3+\dots\right).$$

For the contrast, keep the linear term first:

$$A\simeq e^{i\varphi_0}\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}\,s}\,\exp\left(-\frac{x^2}{2s^2}-i\varphi_0x\right).$$

Completing the square in the exponent gives

$$-\frac{x^2}{2s^2}-i\varphi_0x=-\frac{(x+i\varphi_0s^2)^2}{2s^2}-\frac{\varphi_0^2s^2}{2}.$$

The shifted Gaussian integrates to one, since its path can be moved back to the real axis without crossing a singularity. Hence

$$\boxed{\;C\simeq e^{-p^2/2},\qquad p=\varphi_0s\;}$$

To first order in $s$, the number $p$ is the standard deviation of the phase, in radians. In the example $p=12.714\times0.05=0.636$, and

$$C\simeq e^{-(0.636)^2/2}=e^{-0.202}=0.817 .$$

Averaging the full $1/v$ dependence numerically gives 0.815, a contrast loss of 18.5 %. A simulated fringe scan, with the contrast read from its maximum and minimum, gives the same value.

**What the loss means.** For a wave packet, $\varphi$ depends on wave number as $\varphi_0k_0/k$, with $k_0=mv_0/\hbar$. The centre of the packet lies where the total phase $kx-\omega t+\varphi(k)$ is stationary in $k$. The field therefore moves it forward by

$$\delta x=-\left.\frac{d\varphi}{dk}\right|_{k_0}=\frac{\varphi_0}{k_0}=\frac{|U|}{2K}L=3.5\times10^{-11}\ \mathrm m .$$

The spread in wave number is $\sigma_k=sk_0$, so $p=\delta x\,\sigma_k$. Contrast is lost when this advance becomes comparable with the coherence length $1/\sigma_k$. The packets themselves spread in flight to a length far above $\delta x$, so the two waves still overlap in space. But the fast components run ahead of the slow ones, so the phase difference between the arms varies along the packet, and the fringes from its different parts do not coincide.

**Limits.** For $p\ll1$ the loss is $1-C\simeq p^2/2$. Because $\varphi_0\propto V^2$, it grows as $V^4$. For a beam of one speed, $s\to0$ at fixed $\varphi_0$, there is no loss however large the phase. The contrast falls to one half at $p=\sqrt{2\ln2}=1.18$. Here that means $\varphi_0=23.5$ rad, reached at about $200\sqrt{23.5/12.7}\simeq270$ V.

### (d) The position of the fringes

The linear term is odd in $x$ and the speed distribution is even, so this term leaves the fringe phase at $\varphi_0$. The next term, $\varphi_0x^2$, is positive for slow and fast atoms alike and can move the fringes. With it, the exponent in the average is

$$-\frac{x^2}{2s^2}+i\varphi_0x^2-i\varphi_0x=-\frac{q\,x^2}{2s^2}-i\varphi_0x,$$

where $q=1-ia$ and $a=2\varphi_0s^2=2ps$. Completing the square as before,

$$-\frac{q\,x^2}{2s^2}-i\varphi_0x=-\frac{q}{2s^2}\left(x+\frac{i\varphi_0s^2}{q}\right)^2-\frac{p^2}{2q}.$$

The real part of $q$ is positive, so the Gaussian integral converges and contributes $q^{-1/2}$:

$$A\simeq e^{i\varphi_0}\,q^{-1/2}\,e^{-p^2/(2q)} .$$

Now collect the phases. The argument of $q$ is $-\arctan a$, so $q^{-1/2}$ contributes $+\tfrac12\arctan a$. From $1/q=(1+ia)/(1+a^2)$, the last factor contributes $-p^2a/[2(1+a^2)]$. For small $a$ the offset $\Delta=\Phi-\varphi_0$ is

$$\Delta\simeq\frac a2-\frac{p^2a}{2}=\varphi_0s^2\left(1-p^2\right).$$

The speed spread does move the fringes. In the example,

$$\Delta\simeq12.714\times0.0025\times(1-0.404)=0.019\ \mathrm{rad}.$$

The full average also gives 0.019 rad, so the observed phase is 12.73 rad.

**The two terms.** The first is the change of the mean phase: $\langle\varphi\rangle\simeq\varphi_0(1+\langle x^2\rangle)=\varphi_0(1+s^2)$. The second arises because the phase distribution is lopsided. Let $\delta=\varphi-\langle\varphi\rangle$. Since $\langle\delta\rangle=0$,

$$\ln\langle e^{i\delta}\rangle=-\tfrac12\langle\delta^2\rangle-\tfrac i6\langle\delta^3\rangle+\dots$$

To the order needed, $\delta=\varphi_0(-x+x^2-s^2)$. The cube of $-x$ averages to zero, and the leading remainder is

$$\langle\delta^3\rangle\simeq3\varphi_0^3\langle x^2(x^2-s^2)\rangle=3\varphi_0^3(3s^4-s^4)=6\varphi_0^3s^4 .$$

Its contribution to the phase is $-\varphi_0^3s^4=-\varphi_0s^2p^2$, the second term of $\Delta$. The long tail of the distribution lies at large phases, on the side of the slow atoms. It raises the mean phase, but the fringe phase falls further and further behind that mean as the spread grows. At $p=1$ the two terms cancel, and beyond it the offset is negative.

### (e) Accuracy and other voltages

**The next correction to the contrast.** Keep $p$ fixed and let $s$ be small, so that $\varphi_0=p/s$. A typical $x$ is of size $s$; the quadratic term in the phase is then of order $s$ and the cubic term of order $s^2$. Both affect $\ln C$ at order $s^2$.

The quadratic term is contained in the last formula for $A$. Its modulus gives

$$\ln|A|=-\tfrac14\ln(1+a^2)-\frac{p^2}{2(1+a^2)}\simeq-\frac{p^2}{2}-\frac{a^2}{4}+\frac{p^2a^2}{2}.$$

With $a=2ps$, the two corrections are $-p^2s^2$ and $+2p^4s^2$.

The cubic term multiplies the integrand by $e^{-i\varphi_0x^3}\simeq1-i\varphi_0x^3$. By the completed square of part (c), averaging with the weight $e^{-i\varphi_0x}$ amounts to setting $x=y-ips$, with $y$ a Gaussian variable of standard deviation $s$. Hence

$$-i\varphi_0\left\langle(y-ips)^3\right\rangle=-\frac{ip}{s}\left(-3ips^3+ip^3s^3\right)=-3p^2s^2+p^4s^2 .$$

This is real, so at this order it changes the contrast and leaves $\Delta$ alone. Adding everything,

$$\ln C\simeq-\frac{p^2}{2}+s^2\left(3p^4-4p^2\right).$$

For the example the correction is $0.0025\,(0.490-1.616)=-0.0028$. It lowers the contrast from 0.8171 to 0.8148, the value of the full average. The predicted order in $s$ was tested separately: when $s$ is halved at fixed $p$, the error of the simple $\ln C$ falls by a factor of 4.00.

**Other voltages.** The full averages are compared with the simple formulas below.

| $V$ (V) | $\varphi_0$ (rad) | $C$ simple | $C$ full | $\Delta$ full (rad) |
|---|---|---|---|---|
| 100 | 3.18 | 0.987 | 0.987 | 0.008 |
| 200 | 12.71 | 0.817 | 0.815 | 0.019 |
| 300 | 28.61 | 0.360 | 0.363 | −0.073 |

From 100 to 300 V the phase grows ninefold, as $V^2$ requires, while nearly two thirds of the contrast disappears. At 300 V, $p=28.6\times0.05=1.43$, so the offset is negative, as expected for $p>1$. The full contrast now lies above the simple value, because $3p^4-4p^2$ changes sign at $p^2=4/3$.

**Reading a measurement.** One fringe scan gives the phase modulo $2\pi$. At 200 V it would show $12.732-4\pi=0.17$ rad; the two whole fringes can be counted while the voltage is raised from zero, or inferred from a rough value of the polarizability. Here even the Hartree–Fock value of part (a), which predicts 14.8 rad (14.9 rad in a larger basis), is close enough. If the offset were ignored, the inferred polarizability would be too large by $0.019/12.7$, or 0.15 %. The apparatus sets stricter demands. Since $\varphi_0\propto V^2L/(d^2v_0)$, an error of 1 % in the gap changes the phase by 2 %, and an error of 1 % in the mean speed changes it by 1 %.

**Where the formulas fail.** The simple contrast formula needs $s\ll1$ and a small correction $s^2|3p^4-4p^2|$. If either condition fails, the average $\langle e^{i\varphi(v)}\rangle$ should be evaluated numerically. If the speeds are not Gaussian, the actual speed distribution should be used in it, although for $p\ll1$ the contrast loss is still $p^2/2$ to leading order in $s$. A skewed distribution changes it by a relative amount of first order in $s$: at $s=0.05$ and $p=0.05$, an exponential tail makes the loss about 30 % larger if it lies on the slow side and about 15 % smaller if it lies on the fast side. A gap that varies across the beam would add a phase spread of its own, which is not included here. The numerical output below gives the values with further digits.

## Computed results

```
INPUTS
polarizability volume          24.1 cubic angstrom
voltage                        200 V
plate gap                      2.0 mm
effective field length         10.0 cm
mean speed                     1000 m/s
relative speed spread s        0.050
sodium mass                    3.8175e-26 kg
CHECKS OF THE PHYSICS
UHF polarizability volume      28.02 cubic angstrom
UHF -shift/(dipole*field)      0.4999
UHF shift ratio, field doubled 4.0014
model well: wave phase         0.75066 rad
model well: first-order phase  0.75199 rad
WORKED EXAMPLE
field                          1.000e+05 V/m
polarizability alpha (SI)      2.6815e-39 C m^2/V
energy shift U                 -1.3407e-29 J
kinetic energy K               1.9088e-20 J
ratio |U|/K                    7.02e-10
transit time                   100.0 microseconds
phase phi0                     12.714 rad
phase phi0 in fringes          2.023
phi0*s                         0.6357 rad
contrast, simple formula       0.8171
contrast, full average         0.8148
contrast, fringe scan          0.8148
contrast loss, full average    18.5 percent
offset, simple formula         0.0189 rad
offset, full average           0.0187 rad
observed phase, full average   12.732 rad
log-contrast error ratio, s halved 4.000
TABLE: V | phi0 (rad) | C simple | C full | offset simple, full (rad)
100 | 3.178 | 0.9875 | 0.9872 | 0.0077, 0.0078
200 | 12.714 | 0.8171 | 0.8148 | 0.0189, 0.0187
300 | 28.606 | 0.3596 | 0.3634 | -0.0748, -0.0731
```
